\section*{Right-preconditioned GMRES with a preconditioner that changes between iterations}

\section{The problem}

An electron of mass $m$ moves in one dimension between hard walls and is driven by a source $b$ at energy $E$ with damping $\eta>0$. Its response $\psi$ obeys
\begin{equation}
A\psi=b,\qquad A=(E+i\eta)I-H,\qquad H=T+V,\qquad T=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}.
\label{eq:problem}
\end{equation}
On $N=200$ grid points with spacing $\Delta=0.2$ angstrom, centred on $x=0$, the second derivative is replaced by the three-point difference. The potential is the well $V(x)=-V_0e^{-x^2/2a^2}$ with $V_0=3$ eV and $a=3$ angstrom. The source is proportional to $e^{-(x-x_s)^2/2\sigma^2}$ with $x_s=5$ and $\sigma=1$ angstrom. It is scaled to a dimensionless vector with $\|b\|=1$, so $\psi$ has the unit 1/eV. We take $E=2$ eV and $\eta=0.2$ eV.

The matrix $H$ is real and symmetric, with eigenvalues $\varepsilon_n$ and orthonormal eigenvectors $\phi_n$. Therefore $A$ is not Hermitian, but it has the same orthonormal eigenvectors, with eigenvalues $E-\varepsilon_n+i\eta$. None of these is smaller than $\eta$ in modulus, so $A$ is invertible and
\begin{equation}
\|A^{-1}\|\le \frac1\eta .
\label{eq:inverse}
\end{equation}

The wanted quantity is the density of states projected on the source, $D=-\mathrm{Im}(b^\dagger\psi)/\pi$. Expanding $\psi=A^{-1}b$ in eigenvectors and using $\mathrm{Im}\,(c+i\eta)^{-1}=-\eta/(c^2+\eta^2)$ for real $c$ gives
\begin{equation}
D=\sum_n|\phi_n^\dagger b|^2\,\frac{\eta/\pi}{(E-\varepsilon_n)^2+\eta^2},
\label{eq:dos}
\end{equation}
a sum of levels broadened by $\eta$.

Two approximate inverses of $A$ are available. They are the responses of a free electron with stronger damping,
\begin{equation}
R_i=\left[(E+i\gamma_i)I-T\right]^{-1},\qquad \gamma_1=1\ \text{eV},\quad \gamma_2=2\ \text{eV}.
\end{equation}
Solve $A\psi=b$ by right-preconditioned GMRES, starting from $\psi=0$, with the preconditioner $P_j=R_1$ at odd steps and $P_j=R_2$ at even steps. Stop when the residual $\|b-A\psi\|$ is below $10^{-9}$, and find $D$.

\section{A tempting solution}

Right preconditioning with a matrix $P$ replaces $A\psi=b$ by $AP\,u=b$ with $\psi=Pu$. Let $\beta=\|b\|$ and $v_1=b/\beta$. At step $j$ form $z_j=P_jv_j$ and orthonormalise $Az_j$ against the earlier basis vectors:
\begin{equation}
h_{ij}=v_i^\dagger Az_j\ (i\le j),\qquad
q=Az_j-\sum_{i=1}^{j}h_{ij}v_i,\qquad
h_{j+1,j}=\|q\|,\qquad v_{j+1}=\frac{q}{h_{j+1,j}} .
\label{eq:arnoldi}
\end{equation}
After $k$ steps, let $V_k$ have the columns $v_1,\dots,v_k$, and let $\bar H_k$ be the $(k+1)\times k$ matrix of the $h_{ij}$, which vanish for $i>j+1$. Write $u=V_ky$. The residual is then $V_{k+1}(\beta e_1-\bar H_ky)$, where $e_1$ is the first unit vector. Since $V_{k+1}$ has orthonormal columns, the best $y$ minimises a small least-squares problem, whose minimum
\begin{equation}
\rho_k=\min_y\|\beta e_1-\bar H_ky\|
\label{eq:rho}
\end{equation}
is the residual norm. It costs no further product with $A$.

The run goes smoothly. The number $\rho_k$ falls from $0.65$ at the first step to $4.7\times10^{-11}$ at step 25, where the iteration stops. The preconditioner in use at that step is $R_1$, so $\psi=R_1V_ky$, and this vector gives $D=0.134$ per eV. By (\ref{eq:inverse}) the error of $\psi$ should be at most $4.7\times10^{-11}/0.2=2.4\times10^{-10}$ per eV.

\section{Where it fails}

Computing $b-A\psi$ directly for this vector gives a residual norm of $1.04$. The vector $\psi=0$ has residual norm $1$, so by this measure 25 steps have produced something worse than the starting guess.

The fault lies in the sentence that calls $V_{k+1}(\beta e_1-\bar H_ky)$ the residual. Solving (\ref{eq:arnoldi}) for $Az_j$ gives
\begin{equation}
Az_j=\sum_{i=1}^{j+1}h_{ij}v_i,
\qquad\text{that is}\qquad
AZ_k=V_{k+1}\bar H_k,
\label{eq:relation}
\end{equation}
where $Z_k$ has the columns $z_1,\dots,z_k$. This relation is sound whatever the $P_j$ are, because it uses the vectors $z_j$ and not the way they were made. Together with $b=\beta v_1=V_{k+1}\beta e_1$ it gives
\begin{equation}
b-AZ_ky=V_{k+1}\left(\beta e_1-\bar H_ky\right).
\label{eq:true}
\end{equation}
The right-hand side is thus the residual of $Z_ky$. The tempting solution returned
\begin{equation}
\psi_{\rm std}=P_*V_ky,
\end{equation}
where $P_*$ is the preconditioner applied at the end. If one matrix $P$ serves at every step and at the end, then $Z_k=PV_k$, the two vectors coincide, and standard GMRES is correct. Here no single matrix was used, and the substitution $\psi=Pu$ has no meaning.

To measure the damage, add and subtract $AZ_ky$:
\begin{align}
b-A\psi_{\rm std}
&=\left(b-AZ_ky\right)+A\left(Z_ky-P_*V_ky\right)\nonumber\\
&=V_{k+1}\left(\beta e_1-\bar H_ky\right)+d_k,
\label{eq:split}\\
d_k&=A\sum_{j=1}^{k}y_j\left(P_j-P_*\right)v_j .
\label{eq:d}
\end{align}
The last line uses $Z_ky=\sum_jy_jP_jv_j$ and the linearity of $P_*$. For the minimising $y$ the first term of (\ref{eq:split}) has norm $\rho_k$, so the triangle inequality gives
\begin{equation}
\|d_k\|-\rho_k\ \le\ \|b-A\psi_{\rm std}\|\ \le\ \|d_k\|+\rho_k .
\label{eq:floor}
\end{equation}
The iteration drives $\rho_k$ down, but nothing in it keeps $d_k$ small. Once $\rho_k$ is negligible, the true residual norm is $\|d_k\|$.

The history shows this. The last two columns are true residual norms of $\psi_{\rm std}$ for the two possible choices of $P_*$.
\begin{center}
\begin{tabular}{rccc}
$k$ & $\rho_k$ & $P_*=R_1$ & $P_*=R_2$\\
1 & $0.650$ & $0.650$ & $0.699$\\
2 & $0.499$ & $0.518$ & $0.704$\\
5 & $0.195$ & $0.863$ & $0.897$\\
10 & $0.050$ & $1.056$ & $1.061$\\
20 & $2.5\times10^{-6}$ & $1.040$ & $1.043$\\
25 & $4.7\times10^{-11}$ & $1.040$ & $1.043$
\end{tabular}
\end{center}
At $k=1$ with $P_*=R_1$ the sum (\ref{eq:d}) is zero, because $P_1=R_1$, and the true residual agrees with $\rho_1$. At $k=2$ the term $y_2A(R_2-R_1)v_2$ enters and the two numbers separate. Over all steps and both choices of $P_*$, the smallest true residual is $0.518$.

A changing preconditioner does not make failure inevitable. Since $A$ is invertible, $d_k=0$ holds if and only if $Z_ky=P_*V_ky$, and by (\ref{eq:d}) the damage is small when the $P_j$ differ little on the vectors that matter. What is lost is the guarantee: $\rho_k$ no longer says anything about $\psi_{\rm std}$ unless $d_k$ is known.

\section{The right solution}

Equation (\ref{eq:true}) already names the vector that has the residual we minimised. Keep every $z_j$ and return
\begin{equation}
\psi_{\rm flex}=Z_ky=\sum_{j=1}^{k}y_jz_j .
\label{eq:flex}
\end{equation}
This is flexible GMRES. The orthogonalisation and the least-squares problem are unchanged; the difference is in the last line of the algorithm and in the storage it requires.

Two properties follow. First, each vector in the span of $z_1,\dots,z_k$ has the form $Z_ky$, and by (\ref{eq:true}) its residual norm is $\|\beta e_1-\bar H_ky\|$. Hence $\rho_k$ is the true residual norm of $\psi_{\rm flex}$, and it is the smallest that this span allows. Second, the span at step $k+1$ contains the span at step $k$, so $\rho_{k+1}\le\rho_k$.

In the example the directly computed residual of $\psi_{\rm flex}$ at step 25 is $4.7\times10^{-11}$, in agreement with $\rho_{25}$. The error estimate made earlier for the wrong vector is valid for this one: $\|\psi_{\rm flex}-A^{-1}b\|\le2.4\times10^{-10}$ per eV. As $\|b\|=1$, the error of $D$ is at most this number divided by $\pi$, about $8\times10^{-11}$ per eV, apart from rounding. The answer to the problem is
\begin{equation}
D=0.1004\ \text{per eV},
\end{equation}
and the eigenvector sum (\ref{eq:dos}), which involves no linear solver, agrees with it to all eight printed decimals. This agreement concerns the solution of the grid equations; it says nothing about the error of the grid itself. Refining the grid with the walls held at $\pm20.1$ angstrom raises $D$ to about $0.1018$ per eV, a shift of $1.4\%$. The levels near $E$ lie about $0.5$ eV apart, more than $\eta$, so $D$ also belongs to this particular box: moving each wall by one angstrom inward or outward gives $0.123$ or $0.077$ per eV.

Relative to this value, the tempting result is too large by $0.1344/0.1004-1=34\%$. With $P_*=R_2$ the standard vector gives $0.0992$ per eV, which is only $1.2\%$ too small, although its residual norm is $1.04$. One projected number can therefore look acceptable while the vector behind it does not solve the equation. The residual $b-A\psi$, computed once from the returned vector, exposes the fault at the price of one product with $A$.

In general the price of the repair is memory. Standard GMRES holds $k+1$ basis vectors, and flexible GMRES holds $k$ more, here $51$ instead of $26$. If each $P_j$ can be applied again later, the sum (\ref{eq:flex}) can instead be rebuilt from $z_j=P_jv_j$ with at most $k$ further applications. With only two linear preconditioners, as here, two suffice and no $z_j$ need be stored: $\psi_{\rm flex}=R_1\sum_{j\ \rm odd}y_jv_j+R_2\sum_{j\ \rm even}y_jv_j$.

As a control, $R_1$ was used at every step. The standard and flexible vectors then differ by at most $5\times10^{-16}$ per eV, which is rounding, and the tolerance is met after 21 steps. Alternation, with its 25 steps, thus brings no gain over $R_1$ alone; it serves here to show the mechanism.

\section{An inner iteration is a changing preconditioner}

A preconditioner can change without anyone switching it. Suppose that $z_j=P(v_j)$ is the result of three GMRES steps for $Az=v_j$, themselves right-preconditioned by the fixed matrix $R_1$. The same code runs each time, yet $P$ is not a matrix. The inner solver returns $R_1$ times a polynomial in $AR_1$ applied to $v_j$, and it chooses the coefficients of the polynomial to suit $v_j$. Multiplying $v_j$ by a number multiplies the result by the same number, but sums are not respected. For the first two basis vectors of the run, $P(v_1+v_2)$ and $P(v_1)+P(v_2)$ differ by $30\%$ of the norm of the former.

The relation (\ref{eq:relation}) and the flexible solution are unaffected, since they never used linearity. The standard vector is now $P(V_ky)$, and the discrepancy must be written without linearity as $d_k=A[Z_ky-P(V_ky)]$. It can be bounded by the quality of the inner solves. Let each of them, including the final one, leave a relative residual of at most $\varepsilon$. With $u=V_ky$,
\begin{equation}
Az_j=v_j-f_j,\quad \|f_j\|\le\varepsilon,\qquad
AP(u)=u-f_*,\quad \|f_*\|\le\varepsilon\|u\| .
\end{equation}
Inserting these, and using $\sum_jy_jv_j=u$, we find
\begin{equation}
d_k=\sum_{j=1}^ky_j(v_j-f_j)-(u-f_*)=f_*-\sum_{j=1}^ky_jf_j .
\end{equation}
Orthonormality of the $v_j$ gives $\|u\|=\|y\|_2$, the Euclidean norm of $y$, and therefore
\begin{equation}
\|d_k\|\le\varepsilon\left(\|y\|_2+\sum_{j=1}^k|y_j|\right).
\label{eq:bound}
\end{equation}

In the run, flexible GMRES reaches a residual of $9.4\times10^{-10}$ after 13 outer steps. The standard vector stays at $0.227$. The largest inner residual is $\varepsilon=0.52$, and the bound (\ref{eq:bound}) is $1.75$, which is respected but loose by a factor of about eight. At $k=1$ both vectors have residual $0.349$, as they must, because $P(y_1v_1)=y_1P(v_1)$.

The bound also shows what it would take to certify the standard formula from the quality of the inner solves alone. As long as the bracket in (\ref{eq:bound}) is of order one, a guaranteed residual of $10^{-9}$ needs $\varepsilon$ of about that size. But a single inner solve of that quality, applied to $b$, would already finish the task. The condition is sufficient, not necessary: the bound ignores cancellation between $f_*$ and $\sum_jy_jf_j$, and with 16 inner steps, where $\varepsilon\approx10^{-5}$, the standard vector already has a residual just below $10^{-9}$. Only the directly computed residual can confirm this. Flexible GMRES reached the same target with inner solves whose relative residuals are bounded only by $\varepsilon=0.52$.

The count of outer steps is not the cost. Each outer step takes three matrix-vector products with $A$ in the inner solver and one in the outer loop, so 13 steps take $13\times4=52$ products, or $39$ if $Az_j=v_j-f_j$ is taken from the inner recurrence, against 21 for the fixed preconditioner $R_1$. In this example the inner iteration does not pay either.

\section{What the repair does not guarantee}

Flexible GMRES makes $\rho_k$ truthful. It does not make $\rho_k$ small for every sequence $P_j$. Consider the first step $k$ at which $h_{k+1,k}=0$, so that no new basis vector exists. Let $H_k$ be the square matrix made of the first $k$ rows of $\bar H_k$. Then (\ref{eq:relation}) becomes $AZ_k=V_kH_k$. Because $A$ is invertible and the columns of $V_k$ are independent, $Z_kc=0$ holds if and only if $H_kc=0$. So $H_k$ is nonsingular if and only if $z_1,\dots,z_k$ are linearly independent.

If $H_k$ is nonsingular, $y=\beta H_k^{-1}e_1$ makes the residual zero, and the solution has been found.

If $H_k$ is singular, the solution has not been found. To see this, note first that a vector $c$ with $c_k=0$ for which rows $2$ to $k$ of $H_kc$ vanish must itself vanish. Row $k$ reads $h_{k,k-1}c_{k-1}=0$, so $c_{k-1}=0$; row $k-1$ then gives $c_{k-2}=0$, and so on down to $c_1$, since all these subdiagonal elements are nonzero. A nonzero null vector $c$ of $H_k$ therefore has $c_k\ne0$. Suppose now that $H_ky=\beta e_1$ had a solution. Then $y'=y-(y_k/c_k)c$ would also be a solution, with $y'_k=0$. Rows $2$ to $k$ of $H_ky'$ vanish, so $y'=0$, which contradicts $H_ky'=\beta e_1\ne0$.

With a fixed invertible matrix $P$ the vectors $z_j=Pv_j$ are independent, and the singular case cannot occur. With a changing one it can, even if each $P_j$ is invertible. Take $A=I$ in two dimensions, $b=e_1$, let $P_1$ exchange the two components, and let $P_2=I$. Then $v_1=e_1$ and $z_1=e_2$, hence $h_{11}=0$, $h_{21}=1$ and $v_2=e_2$. Next $z_2=e_2$, hence $h_{12}=0$, $h_{22}=1$ and $h_{32}=0$. The matrix
\begin{equation}
H_2=\begin{pmatrix}0&0\\1&1\end{pmatrix}
\end{equation}
is singular, both stored vectors are $e_2$, and no multiple of $e_2$ reduces the residual of $b=e_1$, which stays at $1$.

A simple condition restores convergence. Let $\varepsilon_1=\|v_1-Az_1\|$ be the relative residual of the first preconditioning step. The vector $\beta z_1$ lies in the search space and has the residual $b-\beta Az_1=\beta(v_1-Az_1)$, of norm $\varepsilon_1\beta$. Since $\rho_k$ is a minimum over that space,
\begin{equation}
\rho_k\le\varepsilon_1\beta .
\label{eq:restart}
\end{equation}
Now restart after a few steps: solve $A\,\delta\psi=r$ for the current residual $r$, add $\delta\psi$ to $\psi$, and repeat. By (\ref{eq:restart}) each cycle multiplies the residual norm by at most its own $\varepsilon_1$. If these numbers all stay below some $\varepsilon<1$, the residual after $c$ cycles is at most $\varepsilon^c\|b\|$. Restarting also limits the number of stored vectors.

With the inner GMRES preconditioner and cycles of three steps, the largest $\varepsilon_1$ in six cycles is $0.50$, so the guarantee is $0.50^6\approx0.016$. The residual actually reached is $1.4\times10^{-7}$, and no cycle has a factor above $0.091$. The guarantee is loose in two ways. It uses the largest $\varepsilon_1$ for every cycle, whereas the first cycle has $\varepsilon_1=0.349$. It also ignores the second and third steps of a cycle, which in the first cycle lower the residual from $0.349$ to $0.084$. The numerical check checks the split (\ref{eq:split}), the minimum property, both bounds and the two kinds of breakdown.

\section*{Calculated quantities}
\begin{verbatim}
hbar^2/(2m) = 3.80998 eV angstrom^2
grid: 200 points, spacing 0.2 angstrom
E = 2.0 eV, eta = 0.2 eV
well: depth 3.0 eV, width 3.0 angstrom
source: centre 5.0, width 1.0 angstrom
preconditioner dampings: 1.0 and 2.0 eV
inner steps = 3, outer tolerance = 1e-09
All residuals are relative to |b| = 1 (dimensionless)
FIXED: steps = 21, residual = 4.71e-10
  largest |x_flex - x_std| = 4.9e-16 1/eV
ALTERNATING: step, predicted, flexible, standard(a), standard(b)
    1 6.497e-01 6.497e-01 0.6497 0.6990
    2 4.989e-01 4.989e-01 0.5176 0.7040
    3 3.608e-01 3.608e-01 0.6314 0.7438
    5 1.952e-01 1.952e-01 0.8627 0.8971
   10 5.010e-02 5.010e-02 1.0560 1.0607
   20 2.493e-06 2.493e-06 1.0397 1.0427
   25 4.709e-11 4.709e-11 1.0397 1.0427
  smallest standard residual, any step = 0.5176
  stored vectors: standard 26, flexible 51
INNER GMRES: step, predicted, flexible, standard
    1 3.493e-01 3.493e-01 0.3493
    2 1.509e-01 1.509e-01 0.2315
    3 8.397e-02 8.397e-02 0.2116
    5 8.544e-03 8.544e-03 0.2239
    8 6.141e-05 6.141e-05 0.2270
   12 1.340e-08 1.340e-08 0.2270
   13 9.353e-10 9.353e-10 0.2270
  relative non-additivity of inner solve = 0.3030
  largest inner relative residual = 0.5248
  final discrepancy |d| = 0.2270, bound = 1.7463
PROJECTED DENSITY OF STATES in 1/eV
  sum over eigenstates      = 0.10041289
  alternating, flexible     = 0.10041289
  alternating, standard (a) = 0.13439762
  alternating, standard (b) = 0.09918582
  inner GMRES, flexible     = 0.10041289
  inner GMRES, standard     = 0.10217172
RESTART: 6 cycles of 3 steps, residual = 1.41e-07
  largest cycle factor = 0.0911, largest guarantee = 0.4999
BREAKDOWN: singular 2x2 case residual = 1.0000
  full-rank 5x5 case residual = 3.5e-15
\end{verbatim}
